# Slowest Stress Relaxation in a Conductor with Two Blocked Ends, part 2

A confined metal line, $0<x<L$, carries a current that drives atoms along it. The problem is how its stress approaches a steady state, and how fast. The hydrostatic stress $\sigma(x,t)$, averaged over the cross-section, is positive in tension. Electrons flow from the cathode end $x=0$ to the anode end $x=L$. Both ends are blocked: the atomic flux $J$ vanishes there, so $\partial\sigma/\partial x=-G$.

The wind force on an atom is $F=|Z^*|e\rho j$, with effective charge number $Z^*$, elementary charge $e$, resistivity $\rho$ and current density $j$. Atoms of volume $\Omega$ hop a distance $a$ with frequency $\nu$ in each direction when no force acts:

$$J=\frac{a\nu}{\Omega}\left(e^{w/2k_BT}-e^{-w/2k_BT}\right)=\frac{2a\nu}{\Omega}\sinh\frac{w}{2k_BT}.$$

Here $w=a(F+\Omega\,\partial\sigma/\partial x)$ is the work done in a forward hop, and $D=\nu a^2$ is the effective diffusivity. With $C$ the number of atoms per unit original volume, the effective modulus $B$ of line and surroundings is defined by

$$d\sigma=-B\,\frac{dC}{C}.$$

For $w\ll k_BT$, with $G=F/\Omega$,

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],\qquad \kappa=\frac{DB\Omega}{k_BT}.$$

For uniform properties and mean stress $\sigma_0$, the steady state is

$$\sigma_s(x)=\sigma_0+G\left(\frac L2-x\right).$$

The deviation $u=\sigma-\sigma_s$ has zero mean. A mode of wavenumber $q$ decays as $e^{-\kappa q^2t}$; blocked ends require $q=n\pi/L$, and the slowest mode, $n=1$, has the relaxation time

$$\tau=\frac{L^2}{\pi^2\kappa}.$$

When the current is switched on at uniform stress $\sigma_0$,

$$\sigma(x,t)=\sigma_0+G\left[\frac L2-x-\frac{4L}{\pi^2}\sum_{n\ \mathrm{odd}}\frac{1}{n^2}\cos\frac{n\pi x}{L}\,e^{-n^2t/\tau}\right].$$

Two earlier checks appear in the closing table. The "variational minimum" is the least ratio of $\int(u')^2dx$ to $\int u^2dx$ among zero-mean polynomials of degree up to seven on a unit interval. The "symmetric start" is a parabolic hump, which lacks the $n=1$ mode and should decay with time $\tau/4$.

Q: Early on, the ends cannot know how long the line is. Yet every term in your sum contains $L$.

A: The length drops out of the sum. At the cathode end every cosine is 1. Differentiate in time and use $1/\tau=\pi^2\kappa/L^2$:

$$\frac{d\sigma(0,t)}{dt}=\frac{4GL}{\pi^2\tau}\sum_{n\ \mathrm{odd}}e^{-n^2t/\tau}=\frac{4G\kappa}{L}\sum_{n\ \mathrm{odd}}e^{-n^2t/\tau}.$$

For $t\ll\tau$ the terms change slowly with $n$. The odd numbers are the midpoints of intervals of width 2, so the sum is close to half an integral:

$$\sum_{n\ \mathrm{odd}}e^{-n^2t/\tau}\approx\frac12\int_0^\infty e^{-n^2t/\tau}dn=\frac14\sqrt{\frac{\pi\tau}{t}} .$$

With $\sqrt{\tau}=L/(\pi\sqrt\kappa)$, the rate becomes $G\sqrt{\kappa/(\pi t)}$. Integrating from zero gives

$$\sigma(0,t)-\sigma_0\approx2G\sqrt{\frac{\kappa t}{\pi}}\qquad(t\ll\tau).$$

At late times the $n=1$ term is enough. Since $4L/\pi^2=(L/2)(8/\pi^2)$,

$$\sigma(0,t)-\sigma_0\approx\frac{GL}{2}\left[1-\frac{8}{\pi^2}e^{-t/\tau}\right].$$

This second form must not be carried back to $t=0$, where it leaves a false stress of $1-8/\pi^2$, or 19% of the final value.

Q: Put numbers in. I want to see whether the times are seconds or centuries.

A: Take a copper damascene line in an accelerated test, with rough typical parameters: $L=20$ µm, $T=573$ K, $D=1.0\times10^{-3}$ µm²/s, $B=30$ GPa, $\Omega=0.0120$ nm³, $|Z^*|=1$, $\rho=4$ µΩ cm and $j=1$ MA/cm². The initial stress is set to zero.

The thermal energy is 0.04938 eV, and $B\Omega/(k_BT)=45.51$. Then

$$\kappa=45.51\times1.0\times10^{-3}\ \text{µm}^2/\text{s}=0.0455\ \text{µm}^2/\text{s},$$

$$\tau=\frac{(20\ \text{µm})^2}{9.870\times0.04551\ \text{µm}^2/\text{s}}=891\ \text{s}=14.8\ \text{min}.$$

Stress spreads some 46 times faster than a tracer atom would, in terms of diffusivity, because a very small excess of atoms suffices to produce a large stress.

The wind force is $4.0\times10^{-4}$ eV/µm. Divided by $\Omega$ it gives $G=5.34$ MPa/µm, so the steady end stress is $GL/2=5.34\times10=53.4$ MPa.

Q: You have used your own formula throughout. What would show that $\kappa$ is the right combination?

A: A calculation that never uses $\kappa$ in its equations of motion. The line was divided into 100 cells of 0.2 µm. Atoms hop between cells with the hyperbolic-sine law and the same attempt rate in every cell, each cell's stress follows from its atom count through $B$, and no hops cross the ends. If the attempts followed the atom count instead, $\kappa$ would grow by the fraction $k_BT/(B\Omega)$, about 2% here. The table gives the cathode-end stress in MPa; the hopping value is extrapolated from the first cell centre to the wall with the zero-flux slope, which adds an error below 0.01 MPa.

| $t/\tau$ | full sum | hopping | one mode |
|---|---|---|---|
| 0.1 | 12.13 | 12.14 | 14.24 |
| 0.5 | 27.10 | 27.10 | 27.15 |
| 1.0 | 37.48 | 37.48 | 37.48 |
| 2.0 | 47.55 | 47.55 | 47.55 |
| 3.0 | 51.25 | 51.25 | 51.25 |

Over all cells and all five times, the largest difference between the hopping stress and the sum is $3.4\times10^{-5}$ of the steady end stress. The decay between $2\tau$ and $3\tau$ gives a relaxation time of 890.7 s, against 890.6 s from the formula. This tests the algebra and the signs. It does not test the linearised hop law, because $w/2k_BT$ stays below $10^{-3}$ here and the hyperbolic sine is then linear to about one part in $10^7$. The calculation shares the physical assumptions about driving force and confinement, so it cannot test those.

The square-root law gives 12.13 MPa at $0.1\tau$, in agreement with the full sum, while one mode is 17% too high there. At $t=\tau$ the end has reached 70% of its final stress, and at $3\tau$ it has reached 96%.

Q: If I double the current, does the line reach its steady state sooner?

A: Not in this model. At fixed temperature $\tau$ does not contain $j$. Doubling $j$ doubles $G$, and with it every stress change, but the fraction completed at a given time is the same. A chosen stress level below the final one is reached sooner. Doubling $L$ at fixed $j$ doubles the final change of the end stress and makes $\tau$ four times longer.

Q: Suppose a void opens at the cathode end. Do you keep the same $\tau$?

A: No. The free surface of a void can supply atoms and holds the stress there near a fixed value. Neglect the void's growth, so that the end stays at $x=0$. The deviation from the new steady state then obeys $u=0$ at $x=0$ and $\partial u/\partial x=0$ at $x=L$. The first condition selects $\sin qx$, and the second requires $\cos qL=0$. The smallest root is $q=\pi/(2L)$, so the slowest time is

$$\frac{1}{\kappa q^2}=\frac{4L^2}{\pi^2\kappa}=4\tau .$$

A matrix calculation on 400 cells, which finds the decay rates for both kinds of end, gives a ratio of 4.0000. The mean stress is no longer conserved, and the slowest mode is now a quarter wave. Opening just one of the two blocked ends thus replaces the factor $1/\pi^2$ by $4/\pi^2$.

Q: Does the example stay clear of voids?

A: A spherical void of radius $R$ and surface energy $\gamma$ lowers the total energy by growing when the tension exceeds $2\gamma/R$: the work $\sigma\,4\pi R^2dR$ must exceed the surface cost $\gamma\,8\pi R\,dR$. With a rough $\gamma=1.5$ J/m² and an assumed flaw of radius 10 nm, this is 300 MPa, well above 53 MPa. A larger flaw opens at a lower stress: a radius of 56 nm already opens at 53 MPa. The margin therefore rests on the assumed flaw. The example has $jL=2000$ A/cm, and thresholds reported for real copper lines are of the order of a few thousand A/cm, so a real line under these conditions need not stay free of voids. If the critical stress is $\sigma_c$, the steady state stays below it when

$$\sigma_0+\frac{GL}{2}<\sigma_c,\qquad\text{that is,}\qquad jL<\frac{2\Omega(\sigma_c-\sigma_0)}{|Z^*|e\rho}.$$

This limit on the product $jL$ applies to a line with two blocked ends, uniform properties and no void already present.

Q: You also froze $D$, although tension should open the lattice and speed up diffusion.

A: Suppose $D$ varies as $e^{\Omega\sigma/k_BT}$, which assumes an activation volume of one atomic volume. In the steady state of the example the exponent runs from $+0.081$ at the cathode to $-0.081$ at the anode. Near that state the flux bracket $\partial\sigma/\partial x+G$ equals $\partial u/\partial x$, which is already small, so to first order in $u$ we may use $\kappa$ evaluated at $\sigma_s$. The slowest rate is the minimum of $\int\kappa(u')^2dx/\int u^2dx$ over zero-mean $u$.

To first order in the change $\delta\kappa$, the rate shifts in proportion to $\int\delta\kappa\,\sin^2(\pi x/L)\,dx$. The squared sine is symmetric about the centre, while $\delta\kappa$ is antisymmetric to this order, so the integral vanishes. The computed change in $\tau$ is 0.07%, although $D$ itself changes by about 8% at the ends.

Q: That cancellation holds only to first order in a small variation, antisymmetric about the centre. In a real line the diffusivity can differ strongly from grain to grain.

A: Such large differences matter more. Let twenty grains of 1 µm have diffusivities in the ratio 1:3, alternating, with the mean held fixed. The values are then 0.5 and 1.5 times the mean. On scales much longer than a grain, the same flux passes through neighbouring grains in series, so the stress slopes add in proportion to $1/\kappa$. The effective $\kappa$ is the harmonic mean, and $\tau$ grows by the average of $1/0.5$ and $1/1.5$, which is 1.333. The computed factor is 1.334. This estimate needs slow and fast grains to be evenly mixed along the line. The first mode carries its largest flux at the centre, so slow grains gathered there lengthen $\tau$ further, while slow grains gathered near the ends matter less.

Q: And the heat produced by the current?

A: Let all the heat cross a dielectric slab beneath the line, with no sideways spreading. For a line 0.2 µm high, a slab 1 µm thick and a conductivity of 0.3 W/(m K), the temperature drop across the slab is $\rho j^2$ times height times thickness divided by conductivity, or 2.7 K. With an activation energy of 0.90 eV for $D$, this raises $\kappa$ by 8% and shortens $\tau$ by nearly as much. That conductivity belongs to a soft low-permittivity dielectric, for which $B$ would lie below 30 GPa; silicon oxide, which suits $B=30$ GPa better, conducts about 1.4 W/(m K) and gives a drop of only 0.6 K.

Storage of atoms by lattice vacancies is negligible here. Their fraction is about $c_v=e^{-E_v/k_BT}$, with a rough formation energy $E_v=1.3$ eV. Tension changes it at the rate $c_v\Omega/k_BT$ per unit stress, against $1/B$ for elastic storage. The ratio $c_vB\Omega/k_BT$ is $1.7\times10^{-10}$.

Q: How does all this sit beside an actual copper interconnect?

A: Damascene copper lines often end at vias whose metal liners hold back copper atoms, which is what suggests blocked ends. A temperature near 573 K belongs to accelerated tests, not to service. The resistivity is above that of bulk copper at room temperature, as suits a hot, narrow line. The least certain input is $D$, which depends on the interface and the grain structure; an error of a factor of ten in $D$ changes $\tau$ by the same factor. Confinement is the next concern. If soft surroundings lower $B$ from 30 to 10 GPa with all else fixed, $\tau$ rises from 891 to 2672 s. A leaking liner or an open void breaks the blocked-end assumption, and a void at one end gives the factor of 4 found above. Plastic flow is also left out, and its effect is not estimated here.

Q: Fifteen minutes in a test furnace. What about a chip in service?

A: At 378 K, with the same $L$, $B$ and $\Omega$ and an activation energy of 0.90 eV, $\tau$ becomes about 82 days. That extrapolation is fragile. Raising the activation energy by 0.05 eV, with $D$ at 573 K held fixed, multiplies the result by 1.69.

Cooling also strains the line. Suppose it is stress-free at 573 K and stays elastic, that its surroundings respond with the same effective modulus $B$, and that the expansion mismatch is roughly 14 ppm/K. The volume mismatch is three times the linear one, so the tension at 378 K is

$$3B\,\Delta\alpha\,\Delta T=3\times30\ \text{GPa}\times14\times10^{-6}\ \text{K}^{-1}\times195\ \text{K}=246\ \text{MPa}.$$

This is the hydrostatic part only. A long line is held along its axis, so its axial and transverse stresses differ by a comparable amount, and real copper may yield and relax part of the tension. With the activation volume assumed earlier, this uniform tension multiplies $D$ by 1.76 and brings $\tau$ down to about 47 days. It also uses up the margin against voids. If the wind force is kept at its test value, the steady cathode stress is $246+53=299$ MPa, which is level with the 300 MPa estimated for a 10 nm flaw. That the two numbers nearly coincide is an accident of the assumed flaw size, but it shows that the absence of voids cannot be taken for granted in service. The numerical output lists the values used here.

## Table of computed values

```
line length L = 20 um
test temperature = 573 K
effective diffusivity D = 1.0e-03 um2/s
effective modulus B = 30 GPa
atomic volume Omega = 0.0120 nm3
effective charge number |Z*| = 1.0
resistivity = 4.0 uOhm cm
current density = 1.0 MA/cm2
thermal energy kT = 0.04938 eV
B Omega/(kT) = 45.51
wind force = 4.00e-04 eV/um
stress diffusivity kappa = 0.04551 um2/s
stress gradient G = 5.341 MPa/um
steady end stress G L/2 = 53.41 MPa
tau from formula = 890.6 s = 14.84 min
tau from hopping model = 890.7 s
largest profile error / end stress = 3.4e-05
cathode-end stress in MPa: t/tau, series, hopping, one mode
  0.1  12.13  12.14  14.24
  0.5  27.10  27.10  27.15
  1.0  37.48  37.48  37.48
  2.0  47.55  47.55  47.55
  3.0  51.25  51.25  51.25
square-root law at 0.1 tau = 12.13 MPa
variational minimum = 9.869604; pi^2 = 9.869604
one end at fixed stress: time/tau = 4.0000
symmetric start: time/tau = 0.2501
stress effect on D: exponent at end = 0.0810
stress effect on D: tau change = 0.071 %
alternating grains (1:3): time/tau = 1.334
alternating grains: harmonic estimate = 1.333
line height = 0.2 um
dielectric thickness = 1.0 um
dielectric conductivity = 0.3 W/(m K)
Joule heating estimate = 2.67 K
Joule heating: kappa change = 8.3 %
softer confinement B = 10 GPa: tau = 2672 s
vacancy formation energy = 1.3 eV
lattice-vacancy storage / elastic storage = 1.7e-10
surface energy = 1.5 J/m2
flaw radius = 10 nm
void-opening stress at flaw = 300 MPa
activation energy = 0.90 eV
use temperature = 378 K
tau at use temperature = 82.4 days
tau factor for +0.05 eV at use = 1.69
expansion mismatch = 14 ppm/K
thermal tension on cooling to use = 246 MPa
D factor from thermal tension at use = 1.76
```
